# Do the M_A and M_B ferroelectric phases have different point groups?: verification in Python

```python
# Result under test: the ferroelectric phases M_A and M_B, P along [uuv] with
# u<v and u>v, have the same point group m and the same (1-10) mirror; they
# differ only in the side of [111] on which P lies.
# n = P/|P|; I4 = sum of n_i^2 n_j^2; I6 = n_x^2 n_y^2 n_z^2
# F = A I4 + B I6 + C I4^2 + G I6^2   (MJ/m3, fixed |P|)
# d = n_z^2 - n_x^2 on the line [uuv]: d>0 is M_A, d=0 is R, d<0 is M_B
import itertools
import numpy as np
from scipy.optimize import minimize, brentq
from scipy.constants import epsilon_0, k as k_boltzmann

rng = np.random.default_rng(7)

# ---------- symmetry by enumeration of the 48 cubic operations ----------
cubic_ops = []
for perm in itertools.permutations(range(3)):
    for signs in itertools.product((1, -1), repeat=3):
        op = np.zeros((3, 3), int)
        for row in range(3):
            op[row, perm[row]] = signs[row]
        cubic_ops.append(op)
assert len(cubic_ops) == 48


def stabilizer(vectors, tensor=np.zeros((3, 3))):
    """Operations that leave all given vectors and the tensor unchanged."""
    return {tuple(op.ravel()) for op in cubic_ops
            if all(np.allclose(op @ np.array(v), v) for v in vectors)
            and np.allclose(op @ tensor @ op.T, tensor)}


directions = {"T": (0, 0, 1), "O": (1, 1, 0), "R": (1, 1, 1),
              "M_A": (1, 1, 2), "M_B": (2, 2, 1), "M_C": (0, 1, 2),
              "Tri": (1, 2, 3)}
groups = {name: stabilizer([v]) for name, v in directions.items()}
orders = {name: len(g) for name, g in groups.items()}
assert groups["M_A"] == groups["M_B"] and orders["M_A"] == 2
mirror_110 = (0, 1, 0, 1, 0, 0, 0, 0, 1)
assert mirror_110 in groups["M_A"]
assert orders["M_C"] == 2 and groups["M_C"] != groups["M_A"]
assert [orders[s] for s in ("T", "O", "R", "Tri")] == [8, 4, 6, 1]


def centring_index(normal):
    """Index of (in-plane + normal) lattice vectors in the cubic lattice."""
    short = [np.array(v) for v in itertools.product((-1, 0, 1), repeat=3)
             if any(v)]
    in_plane = [v for v in short if v @ normal == 0]
    along = [v for v in short if not np.any(np.cross(v, normal))]
    dets = [abs(round(np.linalg.det(np.array([p, q, r]))))
            for p in in_plane for q in in_plane for r in along]
    return min(x for x in dets if x > 0)


index_110 = centring_index(np.array([1, -1, 0]))
index_100 = centring_index(np.array([1, 0, 0]))
assert index_110 == 2 and index_100 == 1


# ---------- anisotropy energy and unrestricted direction search ----------
def energy(n, coeff, pe=np.zeros(3), stress_term=0.0):
    A, B, C, G = coeff
    x, y, z = n[0]**2, n[1]**2, n[2]**2
    i4, i6 = x*y + y*z + z*x, x*y*z
    bias = pe[0]*n[0] + pe[1]*n[1] + pe[2]*n[2]
    return A*i4 + B*i6 + C*i4**2 + G*i6**2 - bias - stress_term*z


def unit(theta, phi):
    return np.array([np.sin(theta)*np.cos(phi),
                     np.sin(theta)*np.sin(phi), np.cos(theta)])


angles = np.linspace(0, np.pi/2, 361)
grid_theta, grid_phi = np.meshgrid(angles, angles, indexing="ij")
grid_n = unit(grid_theta, grid_phi)
nm_options = dict(xatol=1e-10, fatol=1e-15, maxiter=1500, maxfev=1500)


def global_minimum(coeff, pe=np.zeros(3)):
    best = np.argmin(energy(grid_n, coeff, pe))
    start = np.array([grid_theta.flat[best], grid_phi.flat[best]])
    simplex = np.array([start, start + [0.004, 0], start + [0, 0.004]])
    res = minimize(lambda q: energy(unit(*q), coeff, pe), start,
                   method="Nelder-Mead",
                   options=dict(initial_simplex=simplex, **nm_options))
    return unit(*res.x), res.fun


def classify(n, tol=1e-3):
    x = np.sort(n**2)
    if x[2] - x[0] < tol:
        return "R", 0.0
    if x[1] < tol:
        return "T", 1.0
    if x[0] < tol:
        return ("O", -0.5) if x[2] - x[1] < tol else ("M_C", np.nan)
    if x[1] - x[0] < tol:
        return "M_A", x[2] - x[0]
    if x[2] - x[1] < tol:
        return "M_B", x[0] - x[2]
    return "Tri", np.nan


def a_of(A, B, C):
    return A/3 + B/9 + 2*C/9


def d_formula(A, B, C):
    root = np.sqrt(B*B + 72*C*a_of(A, B, C))
    return (-B - np.sign(B)*root)/(4*C)


def line_direction(d):
    return np.sqrt(np.array([(1 - d)/3, (1 - d)/3, (1 + 2*d)/3]))


def angle_from_001(d):
    return np.degrees(np.arccos(np.sqrt((1 + 2*d)/3)))


# One polynomial in d describes the whole mirror line
for _ in range(20):
    A, B, C = rng.uniform(-5, 5, 3)
    d = rng.uniform(-0.5, 1)
    direct = (energy(line_direction(d), (A, B, C, 0))
              - energy(line_direction(0), (A, B, C, 0)))
    poly = -a_of(A, B, C)*d**2 + 2*B/27*d**3 + C/9*d**4
    assert abs(direct - poly) < 1e-12

# At equal I4 the two branches differ in I6 by 4|d|^3/27
for d in (0.1, 0.3, 0.45):
    upper, lower = line_direction(d), line_direction(-d)
    assert abs(energy(upper, (1, 0, 0, 0))
               - energy(lower, (1, 0, 0, 0))) < 1e-12
    gap = energy(upper, (0, 1, 0, 0)) - energy(lower, (0, 1, 0, 0))
    assert abs(gap - 4*d**3/27) < 1e-12

# Without the eighth-order term only T, O and R are global minima
sixth_order_found = set()
for _ in range(40):
    A, B = rng.uniform(-5, 5), rng.uniform(-25, 25)
    sixth_order_found.add(classify(global_minimum((A, B, 0, 0))[0])[0])
assert sixth_order_found <= {"T", "O", "R"}

# The sign of B selects the branch; monoclinic d follows the root formula
found = {-1: set(), 1: set()}
largest_d_error = 0.0
for sign in (-1, 1):
    for _ in range(50):
        A, B = rng.uniform(-11, 1), sign*rng.uniform(2, 9)
        label, d = classify(global_minimum((A, B, 9.0, 0))[0])
        found[sign].add(label)
        if label in ("M_A", "M_B"):
            largest_d_error = max(largest_d_error,
                                  abs(d - d_formula(A, B, 9.0)))
assert "M_A" in found[-1] and found[-1] <= {"T", "R", "M_A"}
assert "M_B" in found[1] and found[1] <= {"T", "O", "R", "M_B", "M_C"}
assert largest_d_error < 1e-3


# R to monoclinic is first order
def coexistence_A(B, C):
    return 3*(-B*B/(81*C) - B/9 - 2*C/9)


for B, expected in ((-9.0, "M_A"), (9.0, "M_B")):
    A0 = coexistence_A(B, 9.0)
    before = classify(global_minimum((A0 - 0.02, B, 9.0, 0))[0])
    after = classify(global_minimum((A0 + 0.02, B, 9.0, 0))[0])
    assert before[0] == "R" and after[0] == expected
    assert abs(after[1] + B/27) < 0.03   # finite distance past coexistence

# ---------- zero-field example ----------
A_mono, B_size, C_ex = -5.4, 0.9, 9.0
n_MA, F_MA = global_minimum((A_mono, -B_size, C_ex, 0))
n_MB, F_MB = global_minimum((A_mono, B_size, C_ex, 0))
label_MA, d_MA = classify(n_MA)
label_MB, d_MB = classify(n_MB)
assert (label_MA, label_MB) == ("M_A", "M_B")
assert abs(d_MA - d_formula(A_mono, -B_size, C_ex)) < 1e-4
assert abs(d_MB - d_formula(A_mono, B_size, C_ex)) < 1e-4
magic = np.degrees(np.arccos(1/np.sqrt(3)))

# Crossing B = 0: degenerate loop, then the effect of G
d_loop = np.sqrt(1 + 3*A_mono/(2*C_ex))
barrier_R = (energy(line_direction(0), (A_mono, 0, C_ex, 0))
             - energy(line_direction(d_loop), (A_mono, 0, C_ex, 0)))
step_minus = classify(global_minimum((A_mono, -0.05, C_ex, 0))[0])
step_plus = classify(global_minimum((A_mono, 0.05, C_ex, 0))[0])
assert step_minus[0] == "M_A" and step_plus[0] == "M_B"
i6_middle = (1 - 3*d_loop**2)/27
tri_label = classify(global_minimum((A_mono, -20*i6_middle, C_ex, 10))[0])[0]
jump_labels = [classify(global_minimum(
    (A_mono, 20*i6_middle + shift, C_ex, -10))[0])[0]
    for shift in (-0.02, 0.02)]
assert tri_label == "Tri" and jump_labels == ["M_A", "M_B"]

# ---------- rhombohedral crystal in a field ----------
P = 0.40                      # C/m2
A_R, B_R = -9.0, -0.9         # MJ/m3
coeff_R = (A_R, B_R, C_ex, 0.0)
e_111 = np.array([1, 1, 1])/np.sqrt(3)
e_up = np.array([-1, -1, 2])/np.sqrt(6)      # from [111] towards [001]
e_out = np.array([1, -1, 0])/np.sqrt(2)      # normal to the mirror
assert classify(global_minimum(coeff_R)[0])[0] == "R"
K = -4*a_of(A_R, B_R, C_ex)
h = 1e-3
for tangent in (e_up, e_out):
    trio = [energy(np.cos(t)*e_111 + np.sin(t)*tangent, coeff_R)
            for t in (-h, 0, h)]
    assert abs((trio[0] - 2*trio[1] + trio[2])/h**2 - K) < 1e-3*K


def tilt(psi_deg, field_MV_m, stress_term=0.0):
    """Tilt of P from [111] (deg, + towards [001]); field at psi in plane."""
    psi = np.radians(psi_deg)
    pe = P*field_MV_m*(np.cos(psi)*e_111 + np.sin(psi)*e_up)

    def trial(q):
        v = e_111 + q[0]*e_up + q[1]*e_out
        return v/np.linalg.norm(v)
    simplex = np.array([[0.01, 0.01], [0.03, 0.01], [0.01, 0.03]])
    res = minimize(lambda q: energy(trial(q), coeff_R, pe, stress_term),
                   simplex[0], method="Nelder-Mead",
                   options=dict(initial_simplex=simplex, **nm_options))
    assert abs(res.x[1]) < 1e-6              # P stays in the mirror plane
    return np.degrees(np.arctan(res.x[0])), res.fun


def tilt_linear(psi_deg, field_MV_m):
    psi = np.radians(psi_deg)
    pe = P*field_MV_m
    return np.degrees(pe*np.sin(psi)/(K + pe*np.cos(psi)))


field = 1.0                                   # MV/m, i.e. 10 kV/cm
tilt_001, F_001 = tilt(magic, field)
tilt_110, F_110 = tilt(magic - 90, field)
tilt_reverse, _ = tilt(magic - 180, 0.1*field)
assert tilt_001 > 0 and tilt_110 < 0 and tilt_reverse < 0
for psi, numeric in ((magic, tilt_001), (magic - 90, tilt_110)):
    assert abs(numeric/tilt_linear(psi, field) - 1) < 0.10  # nonlinear part
assert abs(tilt_reverse/tilt_linear(magic - 180, 0.1*field) - 1) < 0.015
pe_001 = P*field*np.array([0, 0, 1.0])
pe_110 = P*field*np.array([1, 1, 0])/np.sqrt(2)
assert abs(global_minimum(coeff_R, pe_001)[1] - F_001) < 1e-8
assert abs(global_minimum(coeff_R, pe_110)[1] - F_110) < 1e-8

slope_formula = P*field/(K + P*field)
slope_A = tilt(2.0, field)[0]/2.0
slope_B = tilt(-2.0, field)[0]/(-2.0)
assert abs(tilt(0.0, field)[0]) < 1e-4
assert abs(slope_A/slope_formula - 1) < 0.01
assert abs(slope_B/slope_formula - 1) < 0.01

# ---------- strain signature and stress ----------
Q11, Q12, q_shear = 0.055, -0.025, 0.020      # m4/C2, rough


def cell_lengths(d):
    p = P*line_direction(d)
    eps = q_shear*np.outer(p, p)
    for i in range(3):
        eps[i, i] = Q11*p[i]**2 + Q12*(p @ p - p[i]**2)
    deform = np.eye(3) + eps
    edge_a = np.linalg.norm(deform @ [1, 0, 0])
    edge_c = np.linalg.norm(deform @ [0, 0, 1])
    half_diag = np.linalg.norm(deform @ [1, 1, 0])/np.sqrt(2)
    return edge_a, edge_c, half_diag


edge_diff = {}
for name, d in (("M_A", d_MA), ("M_B", d_MB)):
    edge_a, edge_c, _ = cell_lengths(d)
    edge_diff[name] = 100*(edge_c - edge_a)
    assert abs((edge_c - edge_a)/((Q11 - Q12)*P**2*d) - 1) < 0.01
assert edge_diff["M_A"] > 0 > edge_diff["M_B"]
d_trap = brentq(lambda d: cell_lengths(d)[2] - cell_lengths(d)[1], 0, 0.5)
assert abs(d_trap*(3*(Q11 - Q12) + q_shear)/q_shear - 1) < 0.02

stress = 10.0                                 # MPa, tensile along [001]
stress_term = stress*(Q11 - Q12)*P**2         # MJ/m3
tilt_stress = tilt(0.0, 0.0, stress_term)[0]
psi_cross = brentq(lambda s: tilt(s, field, stress_term)[0], -40, 0,
                   xtol=1e-7)
torque = stress_term*2*np.sqrt(2)/3
assert abs(psi_cross + np.degrees(np.arcsin(torque/(P*field)))) < 1e-3
psi = np.radians(psi_cross)
field_vector = np.cos(psi)*e_111 + np.sin(psi)*e_up
order_stressed = len(stabilizer([e_111, field_vector], np.diag([0, 0, 1.0])))
order_free = len(stabilizer([e_111, e_111]))
assert order_stressed == 2 and order_free == 6

# ---------- size of neglected effects ----------
eps_transverse = P**2/(K*1e6*epsilon_0)
eps_long = 700.0                              # rough
stretch = epsilon_0*eps_long*field*1e6*np.cos(np.radians(magic))/P
K_stretched = -4*a_of(A_R*(1 + stretch)**4, B_R*(1 + stretch)**6,
                      C_ex*(1 + stretch)**8)
region_nm, temperature = 10.0, 300.0
thermal_tilt = np.degrees(np.sqrt(k_boltzmann*temperature
                                  / (K*1e6*(region_nm*1e-9)**3)))
breakdown = 100.0                             # kV/cm, rough

print("Point-group orders:", orders)
print("M_A and M_B operations identical:", groups["M_A"] == groups["M_B"])
print("M_A and M_C operations identical:", groups["M_A"] == groups["M_C"])
print(f"Centring index: {{110}} mirror {index_110}, {{100}} {index_100}")
print("Minima found with C=0:", sorted(sixth_order_found))
print("Minima found with C=9 MJ/m3, B<0:", sorted(found[-1]))
print("Minima found with C=9 MJ/m3, B>0:", sorted(found[1]))
print(f"Largest error of root formula for d: {largest_d_error:.1e}")
print(f"Angle of [111] from [001]: {magic:.2f} deg")
print(f"Zero field: A={A_mono}, C={C_ex} MJ/m3, B=-/+{B_size} MJ/m3")
for name, d, F, B in (("M_A", d_MA, F_MA, -B_size),
                      ("M_B", d_MB, F_MB, B_size)):
    n = line_direction(d)
    print(f"{name}: B={B} MJ/m3, a={a_of(A_mono, B, C_ex):.3f} MJ/m3, "
          f"d={d:.4f}, F={F:.4f} MJ/m3")
    print(f"{name}: n=({n[0]:.3f},{n[1]:.3f},{n[2]:.3f}), from [001] "
          f"{angle_from_001(d):.2f} deg, from [111] "
          f"{magic - angle_from_001(d):+.2f} deg")
A0 = coexistence_A(-B_size, C_ex)
d0 = B_size/(3*C_ex)
print(f"R/M_A coexistence at B=-{B_size}: A={A0:.4f} MJ/m3, jump d={d0:.4f}")
print(f"Jump in angle there: {magic - angle_from_001(d0):.2f} deg")
print(f"B=0: degenerate d=+/-{d_loop:.4f}, R above by "
      f"{1000*barrier_R:.1f} kJ/m3")
print(f"B=-0.05: {step_minus[0]} d={step_minus[1]:.4f}; "
      f"B=+0.05: {step_plus[0]} d={step_plus[1]:.4f}")
print(f"G=+10 MJ/m3, B={-20*i6_middle:.4f} MJ/m3: {tri_label}")
print(f"G=-10 MJ/m3, B={20*i6_middle:.4f} -/+ 0.02 MJ/m3:", jump_labels)
print(f"R crystal: A={A_R}, B={B_R}, C={C_ex} MJ/m3, P={100*P:.0f} uC/cm2")
print(f"Stiffness K={K:.2f} MJ/m3 per rad^2; transverse relative "
      f"permittivity {eps_transverse:.0f}")
print(f"Field {10*field:.0f} kV/cm, energy PE={P*field:.2f} MJ/m3")
print(f"Tilt, field [001]: {tilt_001:+.2f} deg (linear "
      f"{tilt_linear(magic, field):+.2f})")
print(f"Tilt, field [110]: {tilt_110:+.2f} deg (linear "
      f"{tilt_linear(magic - 90, field):+.2f})")
print(f"Tilt, field [00-1] of {field:.0f} kV/cm: {tilt_reverse:+.3f} deg")
print(f"Slope at [111]: M_A side {slope_A:.4f}, M_B side {slope_B:.4f}, "
      f"formula {slope_formula:.4f}")
print(f"Q11={Q11}, Q12={Q12}, shear q={q_shear} m4/C2 (rough)")
print(f"Edge difference c-a: M_A {edge_diff['M_A']:+.3f} %, "
      f"M_B {edge_diff['M_B']:+.3f} %")
print(f"a_m/sqrt2 exceeds c in M_A for d below {d_trap:.4f}, i.e. within "
      f"{magic - angle_from_001(d_trap):.2f} deg of [111]")
print(f"Stress {stress:.0f} MPa on [001] alone tilts P {tilt_stress:+.2f} deg")
print(f"With it, P is on [111] for field at {psi_cross:.2f} deg from [111]")
print(f"Symmetry order there {order_stressed}; without stress {order_free}")
print(f"|P| stretch at longitudinal permittivity {eps_long:.0f} (rough): "
      f"{100*stretch:.2f} %")
print(f"Resulting change of K: {100*(K_stretched/K - 1):+.1f} %")
print(f"Thermal rms tilt per axis, {region_nm:.0f} nm cube, "
      f"{temperature:.0f} K: {thermal_tilt:.2f} deg")
print(f"Field / breakdown field of {breakdown:.0f} kV/cm (rough): "
      f"{10*field/breakdown:.2f}")
print("done: every assertion held")
```

It prints:

```
Point-group orders: {'T': 8, 'O': 4, 'R': 6, 'M_A': 2, 'M_B': 2, 'M_C': 2, 'Tri': 1}
M_A and M_B operations identical: True
M_A and M_C operations identical: False
Centring index: {110} mirror 2, {100} 1
Minima found with C=0: ['O', 'R', 'T']
Minima found with C=9 MJ/m3, B<0: ['M_A', 'R', 'T']
Minima found with C=9 MJ/m3, B>0: ['M_B', 'M_C', 'O', 'R', 'T']
Largest error of root formula for d: 1.3e-08
Angle of [111] from [001]: 54.74 deg
Zero field: A=-5.4, C=9.0 MJ/m3, B=-/+0.9 MJ/m3
M_A: B=-0.9 MJ/m3, a=0.100 MJ/m3, d=0.2500, F=-0.8367 MJ/m3
M_A: n=(0.500,0.500,0.707), from [001] 45.00 deg, from [111] +9.74 deg
M_B: B=0.9 MJ/m3, a=0.300 MJ/m3, d=-0.4131, F=-0.7934 MJ/m3
M_B: n=(0.686,0.686,0.241), from [001] 76.07 deg, from [111] -21.34 deg
R/M_A coexistence at B=-0.9: A=-5.7033 MJ/m3, jump d=0.0333
Jump in angle there: 1.34 deg
B=0: degenerate d=+/-0.3162, R above by 10.0 kJ/m3
B=-0.05: M_A d=0.3132; B=+0.05: M_B d=-0.3220
G=+10 MJ/m3, B=-0.5185 MJ/m3: Tri
G=-10 MJ/m3, B=0.5185 -/+ 0.02 MJ/m3: ['M_A', 'M_B']
R crystal: A=-9.0, B=-0.9, C=9.0 MJ/m3, P=40 uC/cm2
Stiffness K=4.40 MJ/m3 per rad^2; transverse relative permittivity 4107
Field 10 kV/cm, energy PE=0.40 MJ/m3
Tilt, field [001]: +3.79 deg (linear +4.04)
Tilt, field [110]: -2.92 deg (linear -2.80)
Tilt, field [00-1] of 1 kV/cm: -0.431 deg
Slope at [111]: M_A side 0.0831, M_B side 0.0835, formula 0.0833
Q11=0.055, Q12=-0.025, shear q=0.02 m4/C2 (rough)
Edge difference c-a: M_A +0.320 %, M_B -0.529 %
a_m/sqrt2 exceeds c in M_A for d below 0.0769, i.e. within 3.06 deg of [111]
Stress 10 MPa on [001] alone tilts P +1.56 deg
With it, P is on [111] for field at -17.56 deg from [111]
Symmetry order there 2; without stress 6
|P| stretch at longitudinal permittivity 700 (rough): 0.89 %
Resulting change of K: -3.0 %
Thermal rms tilt per axis, 10 nm cube, 300 K: 1.76 deg
Field / breakdown field of 100 kV/cm (rough): 0.10
done: every assertion held
```
